\section*{Fixed passivation charge and the optimum dose of a junction termination extension, part 1}

(Sections cited here and not found follow in the second part.)

\section{Charge and potential under the extension}

Without edge termination, a reverse-biased planar power diode has its highest fields near the edge of the junction. A junction termination extension (JTE) is a lightly doped ring, joined to the anode, whose depleted dopants spread the potential along the surface. The passivation above it carries fixed charge. The problem is to find how this charge changes the best dose of a p-type JTE on an n-type drift layer.

Let $x$ run along the surface and $y$ down into the semiconductor, with the interface at $y=0$. The structure is uniform in the third direction.
\begin{itemize}
\item The p$^+$ anode fills $x\le 0$, $0\le y\le d$ and is held at $\phi=0$. The substrate at $y=W$ is the cathode, at $\phi=V>0$.
\item The JTE fills $0<x<L$, $0<y<d$. Its net acceptor dose, the number of electrically active acceptors less donors per area, is $D$. The rest of the semiconductor has donor density $N$.
\item The passivation fills $-t<y<0$. No normal field leaves its top, and no lateral field crosses the distant side boundaries.
\item The interface carries fixed charge $qN_J$ per area over the JTE and $qN_O$ over the n surface outside it. Both numbers have a sign, and $q>0$ is the elementary charge.
\end{itemize}
The permittivities are $\varepsilon_s$ (semiconductor) and $\varepsilon_p$ (passivation). The built-in voltage and the thermal smearing of depletion edges are neglected.

The numerical example has $W=10\,\mu$m, $N=3\times10^{15}\,\mathrm{cm^{-3}}$, $V=1500$ V, $L=80\,\mu$m, $d=0.5\,\mu$m, $t=3\,\mu$m and relative permittivities 9.7 and 3.9. The fixed charge is $\pm10^{12}\,\mathrm{cm^{-2}}$. ``Two-dimensional solution'' means a finite-volume solution of the equations of part (a) for this structure.

\subsection*{(a) Where are the mobile carriers?}

\emph{Write the equations for the potential under reverse bias. Show that they have no more than one solution, and that added positive fixed charge lowers the potential nowhere.}

\textbf{Solution.} Holes are supplied by the anode. With thermal energy neglected, they leave every point with $\phi>0$ and can collect where $\phi=0$. If the potential tended to fall below zero, holes would flow in until it stood at zero. Electrons are supplied by the cathode and can likewise collect where $\phi=V$. With hole density $p$, electron density $n$ and fixed charge density $\rho$,
\begin{equation}
-\nabla\cdot(\varepsilon\nabla\phi)=\rho+m,\qquad m=q(p-n),
\label{poisson}
\end{equation}
and in the semiconductor
\begin{equation}
0\le\phi\le V,\quad p,n\ge0,\quad p\,\phi=0,\quad n\,(V-\phi)=0 .
\label{obstacle}
\end{equation}
In the passivation $m=0$. Depleted acceptors contribute negative $\rho$ and depleted donors positive $\rho$. Sheet charges are included in $\rho$ and $m$.

Let $\phi_1,\phi_2$ be solutions for fixed charges $\rho_1\le\rho_2$ at the same electrode potentials. Define $w=\max(\phi_1-\phi_2,0)$, which vanishes on the electrodes. Subtract the two Poisson equations, multiply by $w$ and integrate by parts. The boundary terms vanish because either $w$ or the normal field is zero there:
\begin{equation}
\int\varepsilon|\nabla w|^2=\int w\,\big[(\rho_1-\rho_2)+(m_1-m_2)\big].
\label{energy}
\end{equation}
Where $w>0$ in the semiconductor, $\phi_1>\phi_2\ge0$, so $p_1=0$. Also $\phi_2<\phi_1\le V$, so $n_2=0$. Hence $m_1-m_2=-q(n_1+p_2)\le0$. The right side of (\ref{energy}) is not positive and the left side is not negative, so both vanish. Then $w$ is constant, and it is zero on the electrodes, so $w=0$ and
\begin{equation}
\rho_1\le\rho_2\quad\Longrightarrow\quad\phi_1\le\phi_2 .
\label{comparison}
\end{equation}
If $\rho_1=\rho_2$, the argument applies in both directions and $\phi_1=\phi_2$. The solution is unique.

\subsection*{(b) A thin JTE with charge confined to it}

\emph{Let $d\to0$ at fixed dose, and let $N_O$ be held fixed. How does the optimum dose depend on $N_J$?}

\textbf{Solution.} In this limit the acceptors form a sheet of charge $-qD$ in the same plane as the interface charge $+qN_J$. The total fixed sheet charge over the JTE is
\begin{equation}
\sigma=-q(D-N_J)\equiv-qS .
\label{net}
\end{equation}
The two densities enter the problem through $S$ and in no other way. By the uniqueness found in (a), two devices with the same $S$, and otherwise equal, have the same potential everywhere. This includes devices whose JTE is partly undepleted, because the mobile holes follow from the same equations.

Let a figure of merit be computed from the potential, for instance a peak field or an avalanche integral. It is then a function $F(S)$. If $F$ has a single optimum at $S=D_0$, which is the optimum dose for $N_J=0$, then
\begin{equation}
\boxed{D_{\rm opt}=D_0+N_J}
\label{rigid}
\end{equation}
as long as the right side is positive.

The sign has a direct meaning. Under reverse bias, field lines from the ionized donors end on the negative acceptors of the JTE. Positive interface charge supplies some of the lines that these acceptors can receive, so fewer acceptors are left to face the drift layer. More acceptors restore the balance. Negative interface charge acts like additional acceptors and lowers the required dose. The division of flux between semiconductor and passivation does not alter (\ref{rigid}), because it is the same for two devices of equal $S$.

Two conditions carry this result: the JTE is thin, and the charge outside it does not change along with $N_J$. Parts (c) and (f) relax them in turn.

\subsection*{(c) The potential plateau for a JTE of finite depth}

\emph{Far from both ends of a depleted JTE the potential depends on $y$ alone. Find its surface value $\phi_s$, and find what remains of the equivalence between $D$ and $-N_J$.}

\textbf{Solution.} The passivation contains no charge and no field leaves its top, so its vertical field is zero here. The jump of displacement at the interface equals $qN_J$. Since the downward displacement is $-\varepsilon_s\phi'$,
\begin{equation}
-\varepsilon_s\phi'(0^+)=qN_J .
\end{equation}
In the JTE the charge density is $-qD/d$, so $\phi''=qD/(\varepsilon_s d)$ and
\begin{equation}
\phi'(y)=\frac{q}{\varepsilon_s}\Big(\frac{Dy}{d}-N_J\Big),\qquad 0<y<d .
\end{equation}
Below it $\phi''=-qN/\varepsilon_s$. Continuity of $\phi'$ at $y=d$ gives
\begin{equation}
\phi'(y)=\frac{q}{\varepsilon_s}\big[D-N_J-N(y-d)\big],\qquad d<y<W .
\label{below}
\end{equation}
Integration from the surface to the cathode gives
\begin{align}
V-\phi_s&=\frac{q}{\varepsilon_s}\Big[\frac{Dd}{2}-N_Jd+(D-N_J)(W-d)-\frac{N(W-d)^2}{2}\Big]\nonumber\\
&=\frac{q}{\varepsilon_s}\Big[D\Big(W-\frac d2\Big)-N_JW-\frac{N(W-d)^2}{2}\Big].
\label{plateau}
\end{align}
The formula requires the potential on this line to stay between 0 and $V$. It also requires the drift layer to be punched through, which means $\phi'(W)\ge0$, or $D-N_J\ge N(W-d)$.

Below the JTE the field (\ref{below}) depends on $D-N_J$, as in the thin limit. The surface potential does not quite do so, because the acceptors lie on average $d/2$ below the interface charge. If $N_J$ is added and the dose is raised by the same amount, the net charge is unchanged, but a dipole layer remains. By (\ref{plateau}) it raises $\phi_s$ by $qN_Jd/(2\varepsilon_s)$. To keep $\phi_s$ itself unchanged, the dose must rise by
\begin{equation}
\Delta D=N_J\,\frac{W}{W-d/2},
\label{dipole}
\end{equation}
which is $10/9.75=1.026$ times $N_J$ in the example.

For the numbers, a charge density of $10^{12}\,\mathrm{cm^{-2}}$ corresponds to $q\times10^{12}\,\mathrm{cm^{-2}}/\varepsilon_s=18.65$ V/$\mu$m. The donors below the JTE amount to $N(W-d)=2.85\times10^{12}\,\mathrm{cm^{-2}}$, and their term in (\ref{plateau}) is
\begin{equation}
18.65\times2.85\times\frac{9.5}{2}\ \mathrm{V}=252\ \mathrm{V}.
\end{equation}
With $N_J=0$, the plateau reaches $\phi_s=0$ at the dose
\begin{equation}
D_{\rm full}=\frac{1500+252}{18.65\times9.75}\times10^{12}\,\mathrm{cm^{-2}}=9.64\times10^{12}\,\mathrm{cm^{-2}} .
\end{equation}
A higher dose leaves holes in the middle of the JTE at this voltage.

The plateau formula was tested at $D=7.71\times10^{12}\,\mathrm{cm^{-2}}$, with $N_O=0$. For $N_J=0$, $+10^{12}$ and $-10^{12}\,\mathrm{cm^{-2}}$ it gives 351, 537 and 164 V. The two-dimensional solution gives 352, 537 and 166 V at the middle of the JTE. Positive charge raises the floating surface potential, and so does a lower acceptor dose.

\subsection*{(d) How far does an edge reach?}

\emph{Find the distance over which the disturbance from either end of the JTE dies out in the depleted region.}

\textbf{Solution.} Subtract the plateau profile from the potential. The fixed charges cancel, and the difference $v$ obeys Laplace's equation in each layer. It vanishes at $y=W$ and has no normal derivative at $y=-t$. A disturbance that decays as $e^{-kx}$ has the form
\begin{equation}
v=e^{-kx}\begin{cases}A\sin k(W-y),&0<y<W,\\ B\cos k(y+t),&-t<y<0,\end{cases}
\end{equation}
since each function of $y$ has second derivative $-k^2$ times itself, which cancels the $+k^2$ from $x$. Continuity of potential and of normal displacement at $y=0$ requires
\begin{align}
A\sin kW&=B\cos kt,\\
\varepsilon_sA\cos kW&=\varepsilon_pB\sin kt .
\end{align}
Dividing the second by the first gives
\begin{equation}
\varepsilon_s\cot kW=\varepsilon_p\tan kt .
\label{decay}
\end{equation}
For $t<W$ and $0<kW<\pi/2$ the left side falls from infinity to zero while the right side rises from zero. There is one root in this interval, and it belongs to the slowest decay. For $t\to0$ it gives $1/k=2W/\pi=6.4\,\mu$m. The 3 $\mu$m passivation gives part of the flux a second path and lengthens this to $\ell=1/k=7.17\,\mu$m. The two-dimensional surface potential at the test dose, with no fixed charge, was compared at two points roughly 12 and 20 $\mu$m from the anode. Its difference from the plateau value decays between them with a length of 7.13 $\mu$m.

Over the whole JTE the factor is $e^{-80/7.17}\approx1.4\times10^{-5}$. The inner edge at $x=0$ and the outer edge at $x=L$ can therefore be treated separately. This fails for a JTE that is only a few $\ell$ wide.

\section{Edge fields and the optimum dose}

The symbols are those of the first half. The acceptor dose is $D$, the fixed charge is $qN_J$ over the JTE and $qN_O$ outside it, and the cathode is at $+V$. Three results are needed.
\begin{itemize}
\item Added positive fixed charge lowers the potential nowhere.
\item For a thin JTE the charge over it enters through $S=D-N_J$.
\item Far from the edges of a depleted thin JTE, (\ref{plateau}) with $d\to0$ becomes
\begin{equation}
\phi_s=V-\frac{q}{\varepsilon_s}\Big(SW-\frac{NW^2}{2}\Big).
\label{thinplateau}
\end{equation}
\end{itemize}
Edge disturbances decay over $\ell\approx7\,\mu$m, so the two ends of the 80 $\mu$m JTE are independent.

The local field diverges at an ideal electrode corner or at the end of a charged sheet. The design quantity used here is therefore the lateral surface field averaged over $a=1\,\mu$m,
\begin{equation}
\mathcal E(x)=\frac{\phi(x+a/2,0)-\phi(x-a/2,0)}{a}.
\end{equation}
Its peaks near $x=0$ and $x=L$ are called $E_{\rm in}$ and $E_{\rm out}$. This is a criterion for surface stress and does not replace an avalanche calculation.

\subsection*{(e) How do the two peaks respond?}

\emph{For a thin, wide, depleted JTE, find the dependence of $E_{\rm in}$ on dose, charge and voltage. Find the sign of the change of $E_{\rm out}$ with dose, and its dependence on $V$.}

\textbf{Solution.} \emph{Inner edge.} Let $\phi_P(y)$ be the plateau profile, used for all $x$ near the inner edge. The difference $\phi-\phi_P$ obeys Laplace's equation. It equals $-\phi_s$ on the thin anode and zero on the cathode. Hence
\begin{equation}
\phi=\phi_P(y)-\phi_s\,h(x,y),
\end{equation}
where $h$ is 1 on the anode, 0 on the cathode, and fixed by geometry and permittivities. In a punched-through layer $\phi_P$ rises with $y$ from $\phi_s$ to $V$. Since $0\le h\le1$, the potential stays between 0 and $V$, and no carriers appear. The lateral field comes from $h$ alone, so
\begin{equation}
E_{\rm in}=\frac{\phi_s}{\lambda},\qquad
\frac1\lambda=\max_x\frac{h(x-a/2,0)-h(x+a/2,0)}{a}.
\label{inner}
\end{equation}
By (\ref{thinplateau}), $E_{\rm in}$ falls with $D$, rises with $N_J$ by the same rate, and rises with $V$.

\emph{Outer edge, voltage.} Write $\phi=V+\psi$. Near the outer edge $\psi$ is zero on the cathode, cannot exceed zero, and tends to the plateau value $\phi_s-V$ under the JTE. By (\ref{thinplateau}) this value does not contain $V$. While the JTE is depleted, $E_{\rm out}$ therefore does not depend on $V$. In the example at its optimum dose, a 5\% lower voltage leaves it at 1.104 MV/cm.

\emph{Outer edge, dose.} Let $G(x-x')>0$ be the surface potential at $x$ of a unit positive line charge at the interface at $x'$, with the cathode grounded. It falls with $|x-x'|$. To see this, take $\partial_xG$ in the half-strip to the right of the charge. It is zero on the symmetry plane away from the source, zero on the cathode and at infinity, and negative near the source. By the maximum principle it is negative throughout. The same holds for a line charge at any depth.

An added dose $\delta D$ is a negative sheet on $x'<L$. Its direct effect is
\begin{equation}
\partial_x\delta\phi=-q\,\delta D\int_{-\infty}^{L}\partial_xG(x-x')\,dx'=q\,\delta D\,G(x-L)>0,
\label{sheet}
\end{equation}
because $\partial_xG=-\partial_{x'}G$. The lower limit may be set to $-\infty$ since $L\gg\ell$. The potential also falls, so the electron region outside can shrink but not grow. Inside it the bulk electron density stays at $N$, and an electron sheet at the interface can only weaken, because the potential on either side of it cannot rise. Fewer electrons to the right mean added positive charge there, whose potential rises towards the right. This also increases the lateral field, provided the electrons lie to the right of the window where the peak is taken. Hence $E_{\rm out}$ rises with $D$.

The direct effect of a positive sheet $q\,\delta N_O$ on $x'>L$ is
\begin{equation}
\partial_x\delta\phi=q\,\delta N_O\int_L^\infty\partial_xG(x-x')\,dx'=q\,\delta N_O\,G(x-L).
\label{outside}
\end{equation}
This is the same as for an equal acceptor dose inside. Here, however, the potential rises and the electron region grows, which opposes the increase.

For the 0.5 $\mu$m JTE, central differences of the two-dimensional solution at the optimum dose give these changes per $+10^{12}\,\mathrm{cm^{-2}}$, in MV/cm:
\begin{center}
\begin{tabular}{lrr}
changed density & $E_{\rm in}$ & $E_{\rm out}$\\
acceptor dose $D$ & $-0.420$ & $+0.180$\\
charge over JTE $N_J$ & $+0.452$ & $-0.205$\\
charge outside $N_O$ & $0.000$ & $+0.148$
\end{tabular}
\end{center}
The signs agree with the derivation. The first two rows would be exact opposites for a thin JTE. At this depth the second row is larger in size than the first, by 8\% of the first at the inner edge and by 14\% of the first at the outer edge.

For a thin JTE with charge confined to it, the optimum dose shifts by $N_J$, and the responses of the two edge-field peaks to dose, charge and voltage have been found for a depleted JTE. It remains to use these responses to find the optimum dose at fixed voltage and at fixed permitted field, the cost of leaving the dose uncorrected, and what changes for the opposite polarity and a real device.
